# Why a mixed population of constant-hazard lines shows a falling hazard

## A case that can be counted by hand

Take 200 metal lines under steady stress. One hundred are fragile: each fragile line still alive in the morning has a chance of one half of failing that day, whatever its age. The other hundred never fail. Failed lines are taken out and not replaced.

On the first day 50 of the 200 lines are expected to fail, a fraction 1/4. On the second day 25 of the remaining 150 fail, a fraction 1/6. On the third day it is 12.5 of 125, a fraction 1/10. The failure rate per surviving line drops day after day, yet a fragile line that has reached the third day still has a chance of one half of failing, as on the first. What has changed is the share of fragile lines among the survivors: 1/2, then 1/3, then 1/5. The failures themselves remove the lines most likely to fail.

## The hazard of a population

The hazard is the probability of failure per unit time, given survival so far. Let a line of class $i$ have the hazard $\lambda_i$, constant in time. If $s_i(t)$ is its probability of being alive at $t$, the loss in $dt$ is $\lambda_i s_i\,dt$, so that

$$\frac{ds_i}{dt}=-\lambda_i s_i,\qquad s_i(0)=1\quad\Rightarrow\quad s_i(t)=e^{-\lambda_i t}.$$

The chance that a line of age $t$ survives a further time $u$ is

$$\frac{s_i(t+u)}{s_i(t)}=\frac{e^{-\lambda_i(t+u)}}{e^{-\lambda_i t}}=e^{-\lambda_i u}.$$

The age $t$ has cancelled: the line neither improves nor wears out.

Now let a fraction $f_i$ of the lines belong to class $i$ at $t=0$, with $\sum_i f_i=1$. The expected surviving fraction is

$$S(t)=\sum_i f_i e^{-\lambda_i t}.$$

The population hazard $h$ is the loss per unit time, $-dS/dt$, divided by what is left:

$$h(t)=-\frac{1}{S}\frac{dS}{dt}=\frac{\sum_i f_i\lambda_i e^{-\lambda_i t}}{S(t)}=\sum_i w_i\lambda_i,\qquad w_i(t)=\frac{f_i e^{-\lambda_i t}}{S(t)}.$$

Here $w_i$ is the share of class $i$ among the survivors, and $\sum_i w_i=1$. The population hazard is therefore the mean of the individual hazards, taken over the lines still alive.

To find its slope, take the logarithm of the share, $\ln w_i=\ln f_i-\lambda_i t-\ln S$, and differentiate. Since $-d\ln S/dt=h$,

$$\frac{dw_i}{dt}=-(\lambda_i-h)\,w_i .$$

Classes with a hazard above the current mean lose share, and classes below it gain share. The $\lambda_i$ are constant, so the slope of $h$ comes from the shares alone:

$$\frac{dh}{dt}=\sum_i\lambda_i\frac{dw_i}{dt}=-\sum_i w_i(\lambda_i-h)\lambda_i .$$

Because $\sum_i w_i(\lambda_i-h)=h-h=0$, we may add $h$ times this sum without changing anything. The last factor $\lambda_i$ then becomes $\lambda_i-h$:

$$\frac{dh}{dt}=-\sum_i w_i(\lambda_i-h)^2=-\mathrm{Var}_t(\lambda)\le 0 .$$

The slope is minus the variance of the individual hazards among the survivors. It vanishes if the survivors are all alike, and is negative otherwise. For a continuous distribution the sums become integrals. The mean and variance of $\lambda$ must then be finite at $t=0$ for the starting value and slope to exist; at later times the factor $e^{-\lambda t}$ makes them finite.

The result assumes steady stress and removal without replacement. It does not need the lines to be independent, since it concerns expected fractions; independence matters for the scatter of a real count.

## Two classes

Let a fraction $f$ be weak, with hazard $\lambda_w$, and the rest sound, with hazard $\lambda_s<\lambda_w$. Write $\Delta=\lambda_w-\lambda_s$ and let $w$ be the weak share of the survivors. Dividing the two shares removes $S$:

$$\frac{w}{1-w}=\frac{f}{1-f}\,e^{-\Delta t},\qquad h=w\lambda_w+(1-w)\lambda_s=\lambda_s+w\Delta .$$

At long times $w\to0$ and $h\to\lambda_s$, so the curve levels off at the sound hazard. The excess over this floor, $w\Delta$, has halved when $w=f/2$. Then $w/(1-w)=f/(2-f)$, and the first equation gives

$$e^{-\Delta t_{1/2}}=\frac{1-f}{2-f},\qquad t_{1/2}=\frac{1}{\Delta}\ln\frac{2-f}{1-f}.$$

For a small weak share this tends to $\ln 2/\Delta$. For $f\to1$ it grows without limit: a nearly all-weak population is nearly uniform, and its hazard stays flat until the weak lines have almost gone.

## How large: an accelerated test

The parameters below are round values in the rough regime of an accelerated electromigration test of on-chip metal lines. They describe no particular metal. Failure is treated as a single thermally activated event,

$$\lambda=A\,e^{-E/k_BT},$$

with barrier $E$, temperature $T$ and an effective prefactor $A$ that contains the effect of the current density. The formulas hold in any consistent units, atomic units included; numbers are in hours, eV and kelvin.

Ten per cent of the lines are weak, with $E=0.75$ eV; the sound lines have $E=0.90$ eV. At 573 K, $k_BT=0.04938$ eV. The sound hazard is set to 100 failures per million line-hours, the unit of all hazards below. With a common prefactor,

$$\frac{\lambda_w}{\lambda_s}=\exp\frac{0.15}{0.04938}=20.9,\qquad \lambda_w=2086 .$$

The population starts at $h(0)=0.1\times2086+0.9\times100=298.6$. With $\Delta=1986$, the excess halves after

$$t_{1/2}=\frac{\ln(1.9/0.9)}{1986\times10^{-6}\ \mathrm{h^{-1}}}=376\ \mathrm{h}.$$

| Time (h) | Lines alive (%) | Weak share of survivors (%) | Hazard |
|---|---|---|---|
| 0 | 100 | 10.0 | 298.6 |
| 500 | 89.1 | 3.95 | 178.5 |
| 1000 | 82.7 | 1.50 | 129.8 |
| 3000 | 66.7 | 0.03 | 100.6 |

Each hazard follows from the share beside it; at 500 h, $100+0.0395\times1986=178$. The hazard falls by two thirds in 3000 h, while every line keeps the value it began with.

The same shares explain the apparent benefit of age. A new line of unknown class has a 10.9 % chance of failing within 500 h. A line that has survived 1000 h has a 5.8 % chance of failing in the next 500 h. For a line known to be weak the chance is 64.8 % in any 500 h, and for a line known to be sound 4.9 %. The two mixed figures are averages of these:

$$0.100\times64.76+0.900\times4.877=10.87,$$
$$0.015\times64.76+0.985\times4.877=5.78 .$$

Survival has not strengthened the line. It is evidence that the line was probably sound from the start.

## Removal is the cause

If selection causes the fall, the fall should vanish when selection is prevented. Suppose that each failed line is replaced at once by another of its own class. In a population of $N$ lines, class $i$ then always has $Nf_i$ members and produces $Nf_i\lambda_i$ failures per unit time. The rate per line stays at $\sum_i f_i\lambda_i=298.6$.

A simulation of 200 000 lines, in steps of 5 h, applied the same random failure events to both cases:

| Interval (h) | Removed | Formula, removed | Replaced like for like |
|---|---|---|---|
| 0–500 | 231.4 | 231.2 | 298.0 |
| 500–1000 | 150.5 | 150.7 | 296.7 |
| 2500–3000 | 100.9 | 101.0 | 295.7 |

The removed population follows the formula; the replaced one stays level within its noise. Its values lie slightly below 298.6 for two reasons. A line can fail at most once per step, which lowers the weak rate by about half of $\lambda_w\times5\ \mathrm{h}=0.0104$, that is 0.5 %, and the total by about 1. The counting noise, with nearly 30 000 failures per interval, is about 0.6 %, or 1.7.

Replacement from the original mixed stock is a different case. Let $n$ be the weak share of the lines in service. Weak lines are lost at the rate $\lambda_w n$, and a fraction $f$ of all replacements is weak:

$$\frac{dn}{dt}=-\lambda_w n+f\left[\lambda_w n+\lambda_s(1-n)\right]
=-\left[(1-f)\lambda_w+f\lambda_s\right]n+f\lambda_s .$$

The share starts at $f$ and relaxes to the value at which the right side vanishes,

$$n_\infty=\frac{f\lambda_s}{(1-f)\lambda_w+f\lambda_s}=\frac{10}{1877+10}=0.0053 .$$

The failure rate falls from 298.6 to $100+0.0053\times1986\approx111$. Selection still acts, because a weak replacement soon fails and gives way to another draw, whereas a sound one stays. The floor is a little above the sound hazard because the stock keeps supplying weak lines.

## What failure times cannot tell

Imagine a uniform population in which every line truly improves, with the individual hazard $h(t)$ computed above. From $dS/dt=-hS$ its surviving fraction is

$$S(t)=\exp\left[-\int_0^t h(t')\,dt'\right],$$

which is the $S(t)$ of the mixture, since $h$ was defined as $-d\ln S/dt$. One failure time per line, with no other information, cannot separate the two explanations, however many lines are tested.

Further information can. If the lines can be sorted by something fixed before the test, such as layout, wafer position or initial resistance, the hazard should be plotted for each group. If it is level within groups and differs between them, the overall fall is selection between the groups. A level group hazard does not prove that each line's hazard is constant, since ageing and selection can cancel within a group. A fall that persists within a group leaves the question open: the group may still be mixed, or its lines may really improve.

## From the test to the temperature of use

Now take the same population to 378 K, holding the current density and the prefactor fixed. The barrier difference counts for more in the cold, and the hazard ratio rises from 21 to 100. The weak hazard becomes 0.825 and the sound hazard 0.00825 per million line-hours.

The population starts at 0.0899 and after ten years has reached 0.0848, a fall of 6 %. The excess halves after $9.2\times10^5$ h, or 104 years. The variance law holds as before, but $\Delta$ is so small that the weak lines are hardly used up within the life of a product.

Two consequences follow for this model.

- **The late test hazard is a poor guide to the product.** After 3000 h the test shows almost the pure sound value. Scaled to 378 K with the sound barrier, it predicts about 0.0083, whereas the unscreened product starts at 0.0899, eleven times higher. The weak lines supply $0.1\times0.825=0.0825$ of this, or 92 %. These figures rest on placing the whole difference between the classes in the barrier. If the classes shared one barrier and differed only in prefactor, as a difference of geometry may cause, the hazard ratio would stay at 21 and the factor would be about 3, not eleven.
- **Screening helps by selection, at a price.** After 1000 h at 573 K the weak share is 1.50 %, and the hazard in later use starts at $0.00825+0.0150\times0.816=0.0205$, lower by a factor of 4.4. But 17.3 % of all lines have failed. The surviving weak lines are $0.0150\times82.7=1.2$ % of the original number, so 8.8 % were weak lines removed. The sound lines lost are $90\times(1-e^{-0.1})=8.6$ % of the original number; the two parts are rounded separately, so their sum differs from 17.3 % in the last digit.

A screen works best when the hazard ratio is large. In this model the ratio grows on cooling, but the time needed grows much faster: 1000 h at 378 K would remove less than 0.1 % of the weak lines. If the classes respond differently to another stress, such as current density, that may offer a better screen; the present model, with its common prefactor, does not contain this possibility.

## When the lines themselves age

Real electromigration does not, in general, obey the assumption of constant hazard. A void must form and grow, so a line usually carries accumulated damage and its hazard rises. Let the individual hazard be $r_i(t)$. The surviving fraction of class $i$ obeys $ds_i/dt=-r_is_i$, and the argument for the shares gives $dw_i/dt=-(r_i-h)w_i$ as before. Differentiating $h=\sum_i w_ir_i$ now produces two terms:

$$\frac{dh}{dt}=\sum_i w_i\frac{dr_i}{dt}+\sum_i r_i\frac{dw_i}{dt}
=\left\langle\frac{dr}{dt}\right\rangle_t-\mathrm{Var}_t(r),$$

where the brackets denote the mean over survivors. The population hazard falls as long as selection outweighs the mean ageing.

For a size, let each class follow a Weibull law, $s_i=\exp[-(t/\theta_i)^\beta]$, for which

$$r_i=-\frac{d\ln s_i}{dt}=\frac{\beta}{\theta_i}\left(\frac{t}{\theta_i}\right)^{\beta-1}.$$

This rises with age for $\beta>1$. The times $\theta_i$ are chosen to keep the mean life of each class at its earlier value, $1/\lambda_i$.

- For $\beta=1.2$ the population hazard rises at first, falls between about 160 and 1900 h, from 195 to 83, and then rises again.
- For $\beta=2$ it falls between about 400 and 1360 h, from 171 to 23.

In the second case the population hazard drops sevenfold while every line is wearing out. The minimum lies far below the earlier floor of 100 because the sound lines are still young compared with their mean life of 10 000 h, and an ageing line has a low hazard when young. A falling stretch in the data therefore does not show that the lines have constant hazards, still less that they improve.

Ageing can also change the verdict on screening. With constant hazards the sound survivors leave the screen as good as new. With rising hazards every survivor has spent part of its life in it, and whether the screen still pays depends on how steeply the lines age. Suppose the times $\theta_i$ scale to 378 K by the same factors as before, and that damage from the screen carries over. For $\beta=1.2$ the 1000 h screen then lowers the chance of failure in ten years of use from about $4.0\times10^{-3}$ to $1.6\times10^{-3}$. For $\beta=2$ it raises it from about $4\times10^{-4}$ to $9\times10^{-4}$. Most of the latter comes from the few weak lines that pass the screen already far into their wear-out, not from the sound lines.

## The model beside a real test

A temperature near 573 K and a barrier near 0.9 eV are ordinary for accelerated electromigration tests. Three other choices are not typical.

The weak share of 10 % is far above what a mature process should carry; it was chosen to make the effect easy to see. A smaller share reduces the starting excess in proportion, but changes the halving time little.

The sound mean life of 10 000 h is long for such a test, where lives of tens to hundreds of hours are common. This matters for the extrapolation. Multiplying all hazards by ten divides all times by ten, so the halving time in use would be about 10 years instead of 104, and the fall would become visible in service. A lower current density in use acts in the opposite direction.

The third is the constant hazard. Lifetimes within one real failure mode often scatter by a few tenths of their mean. For $\beta=2$ the mean is $\sqrt{\pi}\,\theta/2$ and the mean square $\theta^2$, so the relative scatter is $\sqrt{4/\pi-1}=0.52$. Real lines can thus age more steeply than in the stronger case above, and the constant-hazard figures should be read as a picture of selection, not as a lifetime forecast.

Two smaller effects can be sized at 573 K.

**Barrier spread within a class.** Let the barriers scatter about their class value by a Gaussian $x$ of standard deviation $\sigma=0.03$ eV. The mean hazard is multiplied by the average of $e^{-x/k_BT}$. Completing the square in the exponent,

$$-\frac{x^2}{2\sigma^2}-\frac{x}{k_BT}=-\frac{(x+\sigma^2/k_BT)^2}{2\sigma^2}+\frac{\sigma^2}{2(k_BT)^2},$$

shows that the factor is $\exp[\sigma^2/2(k_BT)^2]=1.20$. The starting hazard rises from 299 to 359. At 3000 h it is 107 instead of 101 and still falling. About two thirds of the remaining variance comes from the sound class, which is now itself a mixture and alone would show 105; the rest comes from the longest-lived weak lines, which are still 0.3 % of the survivors.

**Temperature error.** An oven 5 K too hot raises the starting hazard by 15 %. A steady error shifts the curve without causing a fall in a uniform population. A downward drift during the test would be a real fall in every line's hazard, and a small fall of this kind could be mistaken for selection. In a uniform population with a barrier of 0.90 eV, a drift of 5 K lowers the hazard by about 15 %; to imitate the whole fall from 298.6 to 100.6 it would have to reach about 32 K.

## Reading and planning a test

A fall must also stand out from the counting noise. With 1000 independent lines, about 109 failures are expected in the first 500 h and 34.5 between 2500 and 3000 h. The relative noise of a count $n$ is about $1/\sqrt n$, so the two rates are $231\pm22$ and $101\pm17$. Their difference is 130, with a noise of $\sqrt{22^2+17^2}=28$, or 4.6 standard deviations. Because this figure grows as the square root of the number of lines, a test of 100 lines would give about 1.5, too little to establish a fall.

For a test that shows a falling hazard, the model suggests the following practice.

- Record before the test whatever might mark a class, and examine the groups separately.
- Find the cause of early failures by inspecting the failed lines, and estimate the weak share and its barrier separately. The weak class may dominate in use even when it has vanished from the late test data.
- Repeat the test at a second temperature, and run the cooler test long enough for its weak lines to be used up as well. In this model the starting hazard and the final level then have different apparent barriers, because different classes dominate them. Comparing hazards at the same hour can mislead: between 573 K and 553 K the apparent barrier at 3000 h is 0.81 eV, not the sound value of 0.90 eV, because the cooler test still contains weak lines that matter.
- Before adopting a screen, count the sound lines it destroys, and check for wear-out, which would shorten the life of those that pass.

The main values are in the numerical output below.

## Computed values

```
Inputs: weak share 10 %, barriers 0.75 (weak), 0.90 (sound) eV
Test temperature 573 K, use temperature 378 K
Common prefactor: 8239 per hour
Thermal energy at test: 0.04938 eV
Weak hazard at test: 2086 per million line-hours
Sound hazard at test: 100 per million line-hours
Weak/sound hazard ratio at test: 20.86 (no unit)
t = 0 h: surviving 100.00 %, weak share of survivors 10.000 %, hazard 298.6 per million line-hours
t = 500 h: surviving 89.13 %, weak share of survivors 3.954 %, hazard 178.5 per million line-hours
t = 1000 h: surviving 82.68 %, weak share of survivors 1.502 %, hazard 129.8 per million line-hours
t = 3000 h: surviving 66.69 %, weak share of survivors 0.029 %, hazard 100.6 per million line-hours
Initial hazard slope: -0.355 per million line-hours per h
Excess hazard halves at test after: 376.2 h
New line, failure chance in 500 h: 10.87 %
Survivor of 1000 h, chance in next 500 h: 5.777 %
Known sound line, chance in any 500 h: 4.877 %
Known weak line, chance in any 500 h: 64.76 %
Simulation: 200000 lines; rates below per million line-hours
0-500 h: removed 231.4, formula 231.2, replaced like for like 298.0
500-1000 h: removed 150.5, formula 150.7, replaced like for like 296.7
2500-3000 h: removed 100.9, formula 101.0, replaced like for like 295.7
Simulated weak class: 0-500 h 2090, 500-1000 h 2122
Simulated sound class: 0-500 h 100.2, 2500-3000 h 99.9
Simulated weak share at 1000 h: 1.47 %
Weak hazard at use: 0.8247 per million line-hours
Sound hazard at use: 0.008249 per million line-hours
Weak/sound hazard ratio at use: 99.98 (no unit)
Population hazard at use, start: 0.0899 per million line-hours
Population hazard at use, ten years: 0.08479 per million line-hours
Fall in ten years of use: 5.685 %
Excess hazard halves at use after: 9.151e+05 h
The same halving time: 104.4 years
Wear-out, Weibull shape 1.2: hazard falls only from 160 to 1901 h, 194.6 to 82.9 per million line-hours
Wear-out, Weibull shape 2.0: hazard falls only from 403 to 1363 h, 171.3 to 23.2 per million line-hours
Barrier spread within each class: 0.03 eV
With spread, hazard at 0 h: 359.1 per million line-hours
With spread, hazard at 3000 h: 107.1 per million line-hours
Initial hazard change for +5 K: 14.96 %
Test of 1000 lines: expected failures 108.7 in 0-500 h, 34.5 in 2500-3000 h
Fall in rate over its counting noise: 4.64 standard deviations
```
